\section*{Linear Depletion Law for a Coplanar Junction in Atomically Thin Sheets}

\section{What depends on the law}

A device calculation for a lateral p--n junction in an atomically thin semiconductor begins with the choice of a cell: how much sheet to keep on each side, and how much dielectric above and below. Both choices depend on the depletion width at the largest voltage: the sheet must contain the whole depleted strip, and the dielectric must be thick enough not to confine its field. If that width is computed at one voltage and extrapolated with the bulk law $W\propto\sqrt V$, a fourfold increase in voltage doubles it. In the ideal thin sheet treated here the width grows fourfold, and a cell sized by the bulk law can be too small. The linear law, its prefactor and its limits are derived here.

\section{Model and theorem}

The sheets lie in the plane $z=0$ and meet along the line $x=0$; nothing depends on $y$. For $x>0$ there are $N_D$ ionized donors per area, for $x<0$ there are $N_A$ ionized acceptors per area, so the dopant charge is
\begin{equation}
\sigma_0(x)=eN_D\ (x>0),\qquad \sigma_0(x)=-eN_A\ (x<0),\qquad e>0 .
\end{equation}
The half-spaces above and below have permittivities $\varepsilon_t$ and $\varepsilon_b$, with mean $\varepsilon=(\varepsilon_t+\varepsilon_b)/2$. The potential $\phi$ tends to $V/2$ far to the right in the sheet and to $-V/2$ far to the left. The total drop $V>0$ is the built-in voltage plus the reverse bias. No external field is applied, and the field vanishes at large distance from the junction.

The assumptions are as follows.
\begin{enumerate}
\item Doping is continuous and uniform on each side, and the junction is abrupt.
\item Thermal energy and band filling are negligible beside $eV$, and each majority carrier has a flat quasi-Fermi level. Electrons of density $n\ge0$ then sit where their energy $-e\phi$ is lowest, and holes of density $p\ge0$ where $\phi$ is lowest.
\item The sheet has no thickness and no polarizability of its own.
\item The sheets are much longer than $W$, and no gate lies within a distance comparable with $W$.
\end{enumerate}
Assumption 2 takes the form
\begin{equation}
|\phi|\le \tfrac V2,\qquad n\left(\tfrac V2-\phi\right)=0,\qquad p\left(\tfrac V2+\phi\right)=0,\qquad \sigma=\sigma_0-en+ep ,
\label{eq:comp}
\end{equation}
on $z=0$, where $\sigma$ is the total sheet charge. If $\phi$ exceeded $V/2$ anywhere, electrons would flow there until it no longer did.

\paragraph{Theorem.} Under these assumptions the carriers are absent from one strip $-x_p<x<x_n$, whose width is
\begin{equation}
W=\frac{4\varepsilon V}{e(N_A+N_D)\sin\theta_0},\qquad \theta_0=\frac{\pi N_A}{N_A+N_D},
\label{eq:W}
\end{equation}
and whose edges are $x_n=\tfrac W2(1-\cos\theta_0)$ and $x_p=\tfrac W2(1+\cos\theta_0)$. This is the unique solution with a bounded carrier-free region.

\section{Field outside the sheet, uniqueness and scaling}

Because both half-spaces share the same potential on $z=0$, the potential is even in $z$ even when $\varepsilon_t\ne\varepsilon_b$. Hence $E_z(x,0^-)=-E_z(x,0^+)$, and Gauss's law gives
\begin{equation}
\sigma=\varepsilon_tE_z(x,0^+)-\varepsilon_bE_z(x,0^-)=2\varepsilon E_z(x,0^+).
\label{eq:gauss}
\end{equation}
It suffices to treat $z>0$. There $\nabla\cdot\mathbf E=0$ and $\nabla\times\mathbf E=0$ are the Cauchy--Riemann equations for
\begin{equation}
F(\zeta)=E_x-iE_z,\qquad \zeta=x+iz ,
\end{equation}
so $F$ is analytic in the upper half-plane.

\paragraph{Lemma 1 (far field).} If the carrier-free region is bounded, then $F=-iV/(\pi\zeta)+O(\zeta^{-2})$ at large $|\zeta|$.

\paragraph{Proof.} Far out on the real axis $\phi$ is constant, so $\mathrm{Re}\,F=0$ there. By Schwarz reflection $F$ continues analytically around infinity; since it vanishes there, $F=C/\zeta+O(\zeta^{-2})$. Reflection also makes $C$ imaginary. The integral of $F$ along the real axis, closed by a large upper semicircle, is zero. The semicircle contributes $i\pi C$. The real part of the axis integral is $\int E_x\,dx=-V$. Thus $-V+i\pi C=0$, or $C=-iV/\pi$. $\square$

\paragraph{Lemma 2 (uniqueness).} Conditions (\ref{eq:comp}) have at most one solution of finite local field energy with a bounded carrier-free region.

\paragraph{Proof.} Let $\psi=\phi_1-\phi_2$ be the difference of two solutions, with charge difference $\delta\sigma$. By Lemma 1 their leading far fields cancel, so $\nabla\psi=O(r^{-2})$ and $\psi=O(r^{-1})$; the distant boundary adds nothing to Green's identity. With (\ref{eq:gauss}),
\begin{equation}
2\varepsilon\int_{z>0}|\nabla\psi|^2\,dx\,dz=\int\psi\,\delta\sigma\,dx
=e\int(\phi_1-\phi_2)(n_2-n_1+p_1-p_2)\,dx .
\end{equation}
Where $n_1>0$, $\phi_1=V/2\ge\phi_2$, so the term $-(\phi_1-\phi_2)n_1$ is not positive. Where $n_2>0$, $\phi_2=V/2\ge\phi_1$, so $(\phi_1-\phi_2)n_2$ is not positive either. The hole terms have the same sign, because holes sit at the lower bound. The left side is not negative, hence both sides vanish and $\psi$ is constant. It tends to zero, so $\psi=0$. $\square$

\paragraph{Remark (why the law is linear).} Let $\phi(x,z)$ solve the problem for drop $V$. Then $\lambda\phi(x/\lambda,z/\lambda)$ satisfies Laplace's equation and has the same field, and by (\ref{eq:gauss}) the same sheet charge, at the stretched points. It therefore solves the problem for drop $\lambda V$ with unchanged doping. By Lemma 2, $W(\lambda V)=\lambda W(V)$. Physically, the flux of the dopants leaves the sheet, so a wider strip of the same charge per area does not raise the field scale $eN/\varepsilon$; the voltage is that field times the width. If the flux had to run inside the sheet, the field would accumulate in proportion to the width and the voltage would grow as $W^2$.

\section{Proof of the theorem}

Write $a=W/2$ for the half-width and $c=(x_n-x_p)/2$ for the centre of the strip. The map
\begin{equation}
\zeta=c+\frac a2\left(w+\frac1w\right)
\label{eq:map}
\end{equation}
takes the region $|w|>1$, $\mathrm{Im}\,w>0$ to the upper half-plane. The semicircle $w=e^{i\theta}$, $0<\theta<\pi$, becomes the strip, $x=c+a\cos\theta$, and real $w$ with $|w|>1$ becomes the rest of the sheet. The junction $x=0$ lies at $\theta=\theta_0$ with $c=-a\cos\theta_0$. For the moment $\theta_0$ is unknown.

The function needed has zero real part outside the strip and a piecewise constant imaginary part on it. Put $q=e^{i\theta_0}$, $S=e(N_A+N_D)$ and
\begin{equation}
F=-\frac{S}{2\pi\varepsilon}\left[\ln R(w)-\ln R(\infty)\right],\qquad R(w)=\frac{1-wq}{w-q}.
\label{eq:F}
\end{equation}
Multiplying numerator and denominator by $\bar w-\bar q$ gives
\begin{equation}
R=\frac{w+\bar w-\bar q-|w|^2q}{|w-q|^2},\qquad
\mathrm{Im}\,R=\frac{(1-|w|^2)\sin\theta_0}{|w-q|^2}<0 .
\label{eq:R}
\end{equation}
Thus $R$ stays in the lower half-plane, and the logarithm with $-\pi<\arg R<0$ is analytic. At infinity $R=-q=e^{i(\theta_0-\pi)}$, so $\ln R(\infty)=i(\theta_0-\pi)$ and $F\to0$.

\paragraph{Charge in the strip.} The identities $1-e^{i\alpha}=-2i\sin(\alpha/2)e^{i\alpha/2}$ and $e^{i\theta}-e^{i\theta_0}=2i\sin\frac{\theta-\theta_0}2\,e^{i(\theta+\theta_0)/2}$ give
\begin{equation}
R(e^{i\theta})=-\frac{\sin\frac{\theta+\theta_0}2}{\sin\frac{\theta-\theta_0}2},
\end{equation}
which is real: positive for $\theta<\theta_0$ ($x>0$, $\arg R=0$) and negative for $\theta>\theta_0$ ($x<0$, $\arg R=-\pi$). From (\ref{eq:gauss}), $\sigma=-2\varepsilon\,\mathrm{Im}\,F=(S/\pi)(\arg R+\pi-\theta_0)$, so
\begin{equation}
\sigma=\frac S\pi(\pi-\theta_0)\ (x>0),\qquad \sigma=-\frac S\pi\,\theta_0\ (x<0).
\end{equation}
These equal $eN_D$ and $-eN_A$ when $\theta_0=\pi N_A/(N_A+N_D)$. One angle satisfies both conditions because $S$ is the sum of the two dopant charges.

\paragraph{Field in the strip.} The real part of (\ref{eq:F}) is
\begin{equation}
E_x=-\frac{e(N_A+N_D)}{2\pi\varepsilon}\ln\left|\frac{\sin\frac{\theta+\theta_0}2}{\sin\frac{\theta-\theta_0}2}\right| .
\label{eq:E}
\end{equation}
Since $\sin^2\frac{\theta+\theta_0}2-\sin^2\frac{\theta-\theta_0}2=\sin\theta\sin\theta_0>0$, the logarithm is positive and $E_x<0$. The potential rises steadily from the left edge to the right edge and respects the bounds in (\ref{eq:comp}).

\paragraph{Charge outside the strip.} For real $w$, $|1-wq|=|w-q|$, so $|R|=1$ and $E_x=0$, as required. Let $u=2w/(1+w^2)$. By (\ref{eq:map}), $u=a/(x-c)$. The real part of (\ref{eq:R}) is $\cos(\arg R)=(u-\cos\theta_0)/(1-u\cos\theta_0)$, and therefore
\begin{equation}
\sigma(x)=\frac{e(N_A+N_D)}{\pi}\left[\pi-\theta_0-\arccos\frac{u-\cos\theta_0}{1-u\cos\theta_0}\right],\qquad u=\frac a{x-c}.
\label{eq:tail}
\end{equation}
The fraction has derivative $\sin^2\theta_0/(1-u\cos\theta_0)^2>0$ in $u$. On the right, $u$ falls from 1 to 0 and $\sigma$ falls from $eN_D$ to 0. Hence $en=eN_D-\sigma$ is not negative. On the left, $u$ runs from $-1$ to 0 and $\sigma$ from $-eN_A$ to 0, so $ep=\sigma+eN_A$ is not negative. All of (\ref{eq:comp}) holds.

\paragraph{Voltage.} Factoring $R=-q(1-\bar q/w)/(1-q/w)$ and expanding for large $w$,
\begin{equation}
\ln R(w)-\ln R(\infty)=\frac{q-\bar q}{w}+O(w^{-2})=\frac{2i\sin\theta_0}{w}+O(w^{-2}).
\end{equation}
Since $w\simeq2\zeta/a$, (\ref{eq:F}) gives $F\simeq-iSa\sin\theta_0/(2\pi\varepsilon\zeta)$. Comparison with Lemma 1 yields
\begin{equation}
V=\frac{e(N_A+N_D)\,a\sin\theta_0}{2\varepsilon}.
\end{equation}
Solving for $W=2a$ gives (\ref{eq:W}), and $x_n=c+a$, $x_p=a-c$ give the edges. The additive constant in $\phi$ is chosen so that the two plateaus are $\pm V/2$. The field has only an integrable logarithmic singularity, so Lemma 2 applies. $\square$

\section{Reading the solution}

\paragraph{The sheet beyond the strip is not neutral.} It is an equipotential, and holding it so requires the charge (\ref{eq:tail}). Lemma 1 gives its decay, $\sigma\simeq2\varepsilon V/(\pi x)$. The integral of this tail grows logarithmically with sheet length, so its total depends on where the sheets end. Because the sheet outside the strip is charged, the dopant charges in the two parts of the strip need not balance. From the edges,
\begin{equation}
\frac{x_n}{x_p}=\frac{1-\cos\theta_0}{1+\cos\theta_0}=\tan^2\frac{\theta_0}2,
\end{equation}
whereas balance would require $x_n/x_p=N_A/N_D$. The two agree at equal doping.

\paragraph{Equal doping.} With $N_A=N_D=N$, $\theta_0=\pi/2$ and
\begin{equation}
W=\frac{2\varepsilon V}{eN}.
\end{equation}

\paragraph{Schottky contact.} Let $N_A/N_D\to\infty$ and set $\delta=\pi-\theta_0=\pi N_D/(N_A+N_D)\to0$. Then $(N_A+N_D)\sin\theta_0=(N_A+N_D)\sin\delta\to\pi N_D$, and $x_p=a(1-\cos\delta)$ vanishes. The left sheet acts as a coplanar metal edge, and
\begin{equation}
W=\frac{4\varepsilon V}{\pi eN_D}.
\label{eq:schottky}
\end{equation}
Here $eV$ is the Schottky barrier height, less the distance from the Fermi level to the conduction-band edge in the undepleted sheet, plus $e$ times the reverse bias. In (\ref{eq:E}) the ratio of sines becomes $\cos\frac{\theta-\delta}2/\cos\frac{\theta+\delta}2$, whose logarithm is $\delta\tan\frac\theta2$ to first order in $\delta$. With $x=a(1+\cos\theta)=W\cos^2\frac\theta2$,
\begin{equation}
E_x=-\frac{eN_D}{2\varepsilon}\sqrt{\frac{W-x}{x}} .
\end{equation}
The field is strongest at the metal edge, where the inverse square root holds down to distances at which the polarizability of the sheet (next section) or the thickness of sheet or metal matters.

\section{When the flux stays in the sheet}

Let the sheet acquire a dipole moment per area $2\varepsilon r_0E_x$, which defines its polarization length $r_0$. The bound charge $-\partial_x(2\varepsilon r_0E_x)=2\varepsilon r_0\phi''$ adds to the dopant and carrier charge $\sigma$, so (\ref{eq:gauss}) becomes
\begin{equation}
\sigma=2\varepsilon E_z(x,0^+)-2\varepsilon r_0\,\phi'' .
\end{equation}
Over a strip of width $W$ the terms on the right are of order $\varepsilon V/W$ and $\varepsilon r_0V/W^2$. The theorem belongs to $r_0\ll W$. In the opposite limit $r_0\gg W$ the outside field drops out and $\phi''=-\sigma/(2\varepsilon r_0)$. At $x_n$ a drop of $\phi'$ to zero would need a positive line charge, which electrons cannot supply, so $\phi'=0$ there; the same holds at $x_p$ with signs reversed. Integrating from each edge to the junction gives
\begin{equation}
\phi'(0)=\frac{eN_Dx_n}{2\varepsilon r_0}=\frac{eN_Ax_p}{2\varepsilon r_0},\qquad
V=\frac{e(N_Dx_n^2+N_Ax_p^2)}{4\varepsilon r_0}.
\end{equation}
The first relation gives $x_n=WN_A/(N_A+N_D)$ and $x_p=WN_D/(N_A+N_D)$. Then $N_Dx_n^2+N_Ax_p^2=W^2N_AN_D/(N_A+N_D)$, and
\begin{equation}
W=\sqrt{\frac{4\varepsilon r_0V}{e}\left(\frac1{N_A}+\frac1{N_D}\right)} .
\label{eq:sqrt}
\end{equation}
This is the bulk law. The dopants and carriers obey the same rules as before; what has changed is the path of the flux, and with it the exponent.

\section{Worked example}

Take the round values $N_D=2\times10^{11}\,\mathrm{cm^{-2}}$, $N_A=4\times10^{11}\,\mathrm{cm^{-2}}$ and $\varepsilon=2.5\,\varepsilon_0$. Then $\theta_0=120^\circ$ and $N_A+N_D=0.006\,\mathrm{nm^{-2}}$. With $e/\varepsilon_0=18.095\,\mathrm{V\,nm}$,
\begin{equation}
\frac WV=\frac{4\times2.5}{18.095\times0.006\times0.8660}\ \mathrm{nm/V}=106.4\ \mathrm{nm/V}.
\end{equation}
At $V=0.5$, 1 and 2 V the widths are 53.2, 106.4 and 212.7 nm. Extrapolating the first by $\sqrt V$ would give 106.4 nm at 2 V, half the correct value. At 1 V the edges are $x_n=79.8$ nm and $x_p=26.6$ nm, in the ratio $\tan^2 60^\circ=3$, although the doping ratio is 2.

The same widths follow numerically without assuming a strip. Let $\sigma[\phi]$ be the charge that produces a given sheet potential. Conditions (\ref{eq:comp}) are those for the minimum of $\frac12\int\phi\,\sigma[\phi]\,dx-\int\phi\,\sigma_0\,dx$ under $|\phi|\le V/2$. On an infinite sheet these integrals diverge, so the energy is counted from that of a fixed trial potential with the same plateaus; only the difference is minimized. With $\phi$ piecewise linear on a 0.5 nm grid over 600 nm of sheet and constant in the sheet beyond, the minimum has carrier-free widths of 53.0, 106.0 and 212.0 nm.

At 1 V the field (\ref{eq:E}) has magnitude 30.4, 15.1 and 6.6 mV/nm at $x=1$, 10 and 40 nm, which shows the slow logarithmic rise toward the junction in the ideal sheet. The rise stops at distances of order $r_0$: with $r_0=2$ nm the field is 25.9 mV/nm at $x=1$ nm and stays finite, about 30 mV/nm, at the junction. The screening charge (\ref{eq:tail}) is 57\% of the donor charge at $x=100$ nm, 24\% at 200 nm and still 11\% at 400 nm. A cell that ends shortly after $x_n$ cuts off much of this charge.

For a metal edge on the n sheet, (\ref{eq:schottky}) gives 88.0 nm at 1 V; a polarization length $r_0=2$ nm raises this to about 95 nm. Equal doping of $3\times10^{11}\,\mathrm{cm^{-2}}$, with the same total, gives 92.1 nm.

\paragraph{Sheet polarizability.} With $r_0=2$ nm the same minimization, with the polarization energy added, gives 60.5, 115.0 and 222.0 nm. The increase over the ideal sheet is 7.5, 9 and 10 nm, each uncertain by about 1 nm because of the grid. It grows much more slowly than $W$, so its relative weight falls from 14\% to 5\%. The mean exponent $d\ln W/d\ln V$ over this range is about 0.94, uncertain by about 0.01 because of the grid. On refined meshes the widths settle at 61.0, 115.1 and 222.4 nm, the increases at 7.8, 8.7 and 9.7 nm (15\% to 5\%), and the exponent at 0.93. For flux held in the sheet, take the artificial value $r_0=2000$ nm and small voltages, so that $W\ll r_0$. On a 1 nm grid, $V=0.01$ and 0.04 V give 90 and 183 nm, against 91.0 and 182.1 nm from (\ref{eq:sqrt}): the width doubles when the voltage is quadrupled. The grid values are low by 1 to 2 nm; refined meshes give 91.6 and 184.3 nm, above (\ref{eq:sqrt}) by 0.6\% and 1.2\%, since the outside field is small but not zero.

\paragraph{Temperature.} At 300 K, $kT/e=25.9$ mV and the strip has no sharp edge. A usable measure is the distance between the points where electrons and holes reach half their doping densities. Solving the nonlinear Poisson equation with Boltzmann carriers on a 1 nm grid, with the potential fixed at $\pm V/2$ from 400 nm outward, gives 71.7, 147.6 and 297.4 nm at 0.5, 1 and 2 V. The zero-temperature charge (\ref{eq:tail}) gives 74.4, 148.8 and 297.7 nm. At 0.5 V the thermal distance is about 4\% shorter. At 2 V the thermal value depends on the cell: moving the boundary from 400 nm to tens of micrometres raises it from 297.4 to 297.8 nm, within about 0.1 nm of the zero-temperature value, and the sign of the difference is not resolved. The exponent of the thermal distance is 1.03. These distances exceed $W$ because the carrier density recovers gradually outside the strip.

\paragraph{Remaining limits.} The mean donor spacing is $N_D^{-1/2}\approx22$ nm, not very small beside $x_n=80$ nm, and the acceptor spacing of 16 nm is comparable with $x_p=27$ nm at 1 V and exceeds $x_p=13$ nm at 0.5 V, so in a real sheet of this doping the edge would follow individual dopants and the formula describes an average. A gate at a distance comparable with $W$ introduces a second length; the stretching argument then fails, and with it the proof of linearity.
